# Hop length and entrance rule in kinetic Monte Carlo of copper drift

## What the settings control

An electronic-structure calculation can supply the barrier and the hop length of a copper ion in a dielectric. A kinetic Monte Carlo run turns them into a transit time. Its user chooses the hop length $a$, the rule at the entrance and the number of ions $M$.

For an ion released at a reflecting entrance $x=0$ and removed at $x=L$, the mean passage time tends, for fine hops, to

$$T=\frac{L}{v}-\frac{D}{v^2}\left(1-e^{-vL/D}\right).\tag{1}$$

Here $D$ is the zero-field diffusivity and $v$ the drift speed towards the exit, both held fixed as $a\to0$. With $N=L/a$ hops across the film, the simulation samples the lattice mean

$$T_N=\frac{N}{\Delta}-\frac{k_-}{\Delta^2}\left(1-e^{-vL/D}\right),\qquad \Delta=k_+-k_-,\tag{2}$$

where $k_+$ and $k_-$ are the forward and backward hop rates. The choice of settings follows from the difference between (1) and (2).

If $a$ is the real atomic hop, keep it and report $T_N$. If $a$ is a numerical grid spacing, refine it at fixed $D$ and $v$, and use the folded entrance derived below.

## Rates

The model is one ion of charge $q$ on a line of equivalent sites in a uniform field $E$. Without field, each direction has the rate $\Gamma=\nu e^{-E_b/kT}$, with attempt frequency $\nu$ and barrier $E_b$. The mean-square displacement then grows at the rate $2\Gamma a^2$. Setting this equal to $2D$ gives $\Gamma=D/a^2$.

Take the barrier top midway between sites. The field lowers it by $qEa/2$ for a forward hop and raises it by the same amount for a backward hop:

$$k_\pm=\Gamma e^{\pm u/2},\qquad u=\frac{qEa}{kT}=\frac{va}{D},\qquad v=\frac{DqE}{kT}.$$

The last relation is the Einstein relation. Over the whole film the bias is $P=Nu=vL/D=qEL/kT$. Let $S=k_++k_-$. The lattice drift speed and diffusivity are

$$a\Delta=\frac{2D}{a}\sinh\frac u2=v\left(1+\frac{u^2}{24}+\dots\right),\qquad
\frac{a^2S}{2}=D\cosh\frac u2 .$$

Both tend to the intended values when $u\ll1$. Fine hops also require $N\gg1$, a separate condition when the bias is weak.

Refining the grid means raising $\Gamma$ as $1/a^2$. If $a$ were reduced at fixed $\Gamma$, then $D=a^2\Gamma$ would fall and a different material would be simulated.

## The rejection-free step

At site $i$ let the available rates be $k_{i+}$ and $k_{i-}$, with sum $R_i$. The probability that neither hop has occurred by time $t$ is $e^{-R_it}$. The probability density for a forward hop at $t$ is therefore

$$k_{i+}e^{-R_it}=\frac{k_{i+}}{R_i}\;R_ie^{-R_it}.$$

The product form shows that direction and waiting time are independent. One step is:

1. Draw $\xi$ uniformly from $(0,1)$ and advance the clock by $-\ln\xi/R_i$, which solves $e^{-R_it}=\xi$.
2. Draw a second number. Hop forward with probability $k_{i+}/R_i$, otherwise backward.
3. Stop at site $N$ and record the clock.

At site 0 the backward rate is zero, so $R_0=k_+$ and the hop is forward. There is no time-step error, because the waiting time is drawn from its full distribution. The alternative of testing each vibration in both directions needs on average $2\nu/S$ trials per interior hop. That is $8.1\times10^{11}$ in the example below.

## Mean time on the lattice

Let $\tau_n$ be the mean time to reach $n+1$ for the first time from $n$. At the entrance $\tau_0=1/k_+$. From $n\ge1$ the ion waits $1/S$ on average. With probability $k_-/S$ it then steps back and must first return to $n$ and afterwards reach $n+1$:

$$\tau_n=\frac1S+\frac{k_-}{S}\left(\tau_{n-1}+\tau_n\right).$$

Multiply by $S$, move $k_-\tau_n$ to the left and use $S-k_-=k_+$:

$$\tau_n=\frac1{k_+}+r\tau_{n-1},\qquad r=\frac{k_-}{k_+}=e^{-u}.$$

Repeated substitution down to $\tau_0$ gives a geometric sum:

$$\tau_n=\frac{1+r+\dots+r^n}{k_+}=\frac{1-r^{n+1}}{k_+(1-r)}=\frac{1-r^{n+1}}{\Delta}.$$

To reach the exit the ion must make every advance from $n=0$ to $N-1$, so

$$T_N=\sum_{n=0}^{N-1}\tau_n=\frac1\Delta\left[N-\frac{r(1-r^N)}{1-r}\right].$$

Since $r/(1-r)=k_-/\Delta$ and $r^N=e^{-P}$, this is (2).

## The fine-hop limit and its meaning

In (2), $N/\Delta=L/(a\Delta)\to L/v$ and $k_-/\Delta^2=a^2k_-/(a\Delta)^2\to D/v^2$. Equation (1) follows.

The continuum equation gives the same result and shows the role of the wall. Let $T(x)$ be the mean remaining time from $x$. Balancing the first hop on the lattice gives

$$k_+[T(x+a)-T(x)]+k_-[T(x-a)-T(x)]=-1 .$$

Expanding to second order in $a$ gives $a\Delta\,T'+\tfrac12a^2S\,T''=-1$, hence $vT'+DT''=-1$. At site 0, $T(a)-T(0)=-1/k_+$ is of order $a^2$, so $T'(0)=0$. Multiplication by $e^{vx/D}/D$ gives

$$\left(e^{vx/D}T'\right)'=-\frac1De^{vx/D}
\quad\Rightarrow\quad T'(x)=-\frac1v\left(1-e^{-vx/D}\right).$$

Integrating $-T'$ from 0 to $L$, with $T(L)=0$, reproduces (1).

If the ion instead starts a distance $b$ from the wall and still has $L$ to travel, integration from $b$ to $b+L$ gives

$$T_b=\frac Lv-\frac D{v^2}e^{-vb/D}\left(1-e^{-P}\right).\tag{3}$$

For $v>0$ and a distant wall the mean is $L/v$. The subtracted term in (1) is thus the time saved because the wall forbids excursions behind the starting point.

Three regimes follow from (1):

- **Strong bias, $P\gg1$:** $T\simeq(L/v)(1-1/P)$.
- **Weak bias, $P\ll1$:** inserting $1-e^{-P}=P-P^2/2+P^3/6-\dots$ gives $T\simeq(L^2/2D)(1-P/3)$. Use this series for very small $P$, where (1) subtracts nearly equal numbers.
- **Reversed field, $v=-w<0$:** the derivation needs only $v\ne0$, and gives $T=(D/w^2)(e^{wL/D}-1)-L/w$. Once $wL/D\gg1$, the time, and with it the number of simulated hops, grows nearly exponentially with the opposing voltage.

## Error from the hop length

Write everything in units of $D/v^2$. Since $a=uD/v$, $\Gamma=v^2/(Du^2)$. With $\Delta=2\Gamma\sinh(u/2)=\Gamma u(1+u^2/24+\dots)$ and $N=P/u$,

$$\frac N\Delta=\frac D{v^2}P\left(1-\frac{u^2}{24}\right),$$

$$\frac{k_-}{\Delta^2}=\frac D{v^2}\left(1-\frac u2+\frac{u^2}8\right)\left(1-\frac{u^2}{12}\right)
=\frac D{v^2}\left(1-\frac u2+\frac{u^2}{24}\right),$$

to second order in $u$. Subtracting (1) from (2),

$$T_N-T=\frac D{v^2}\left[\frac u2\left(1-e^{-P}\right)-\frac{u^2}{24}\left(P+1-e^{-P}\right)\right]+O(u^3).\tag{4}$$

The first term equals $(a/2v)(1-e^{-P})$. Equation (3) with $b=a/2$ has the same leading shift, so to this order the lattice behaves as if its wall lay half a hop behind site 0. The second term comes mainly from the faster lattice drift when $P$ is large.

For drift towards the exit the two terms have opposite signs, so the error need not fall steadily as the grid is refined. The first term dominates when $u\ll12(1-e^{-P})/(P+1-e^{-P})$. For large $P$ this means $N\gg P^2/12$.

## A better entrance for a numerical grid

The first-order error disappears if a hop into the wall is sent forward instead of being forbidden. Site 0 then has forward rate $S$, and $\tau_0=1/S$. The recursion for $n\ge1$ is unchanged, so each $\tau_n$ falls by $r^n$ times

$$\frac1{k_+}-\frac1S=\frac{k_-}{k_+S}.$$

Using $\sum_{n=0}^{N-1} r^n=(1-e^{-P})k_+/\Delta$, the total reduction is $k_-(1-e^{-P})/(S\Delta)$. Combine it with the last term of (2):

$$\frac{k_-}{\Delta^2}+\frac{k_-}{S\Delta}=\frac{k_-(S+\Delta)}{S\Delta^2}=\frac{2k_+k_-}{S\Delta^2}=\frac{2\Gamma^2}{S\Delta^2},$$

because $S+\Delta=2k_+$ and $k_+k_-=\Gamma^2$. Thus

$$T_{\rm fold}=\frac N\Delta-\frac{2\Gamma^2}{S\Delta^2}\left(1-e^{-P}\right).$$

With $S=2\Gamma(1+u^2/8+\dots)$, the coefficient $2\Gamma^2/(S\Delta^2)$ is $(D/v^2)(1-5u^2/24)$ to second order. Therefore

$$T_{\rm fold}-T\simeq\frac D{v^2}\frac{u^2}{24}\left[5\left(1-e^{-P}\right)-P\right].$$

At strong bias and coarse spacing the forbidden-hop entrance can happen to lie closer to (1), because its two errors partly cancel. At strong bias the advantage of the folded entrance is assured only once the grid is fine enough for the first term of (4) to dominate. In the example below the folded entrance is the closer one for $N>8$; at $P=20$ it is for $N>60$.

Folding is a boundary rule for approaching (1). On a real atomic lattice whose first site has no backward hop, the entrance rate remains $k_+$.

## Worked example

Take Cu$^+$ in a 12 nm organosilicate low-k film at 150 °C and 0.25 MV/cm, with $a=0.30$ nm, $E_b=1.0$ eV and $\nu=10^{12}$ s$^{-1}$. These are rough values chosen for the example, not the output of an electronic-structure calculation.

With $kT=0.03646$ eV, $\Gamma=1.230$ s$^{-1}$. Then

$$D=(0.30)^2(1.230)=0.1107\ \text{nm}^2/\text{s},\qquad
v=\frac{0.1107\times0.025}{0.03646}=0.0759\ \text{nm/s}.$$

The film carries 0.300 V, so $P=0.300/0.03646=8.23$ and $u=P/40=0.206$. Equation (1) gives

$$T=158.1-19.2=138.9\ \text{s}=2.32\ \text{min}.$$

Without field, $L^2/2D=650$ s. Reversing the field at the same strength would give $7.2\times10^4$ s from (1) and $7.9\times10^4$ s on the 0.30 nm lattice.

Runs of 30,000 ions, with the forbidden backward hop at the entrance, gave the following means and standard errors:

| $N$ | $T_N$ (s) | simulation (s) |
|---|---|---|
| 10 | 141.7 | 142.0 ± 0.4 |
| 20 | 141.6 | 141.1 ± 0.4 |
| 40 | 140.6 | 140.7 ± 0.4 |
| 80 | 139.8 | 139.8 ± 0.4 |

The rows $N=10$ and $20$ nearly agree, yet they lie 2.8 and 2.7 s above the limit. Equation (4) explains this. Its two terms are $+7.9$ and $-5.0$ s at $N=10$, and $+4.0$ and $-1.3$ s at $N=20$. Agreement between coarse grids is therefore no proof of convergence. A third spacing between these two would not expose the error either: (2) gives 142.0 s at $N=14$. The grid must be refined until the first term of (4) dominates and the error falls steadily.

At $N=40$ the folded entrance has the lattice mean 138.8 s, only 0.1 s below the limit. Its simulation gave $138.7\pm0.4$ s.

## Number of ions and cost

The standard error is $\sigma_T/\sqrt M$, where $\sigma_T$ is the spread of single-ion times. On the physical lattice $\sigma_T=65.7$ s, so 30,000 ions give $65.7/\sqrt{30000}=0.38$ s. To see the 1.66 s offset at $N=40$ at four standard errors takes $M=(4\times65.7/1.66)^2\approx2.5\times10^4$ ions.

The mean number of hops per ion is close to $ST_N$, which grows as $N^2$ at fixed $D$ and $v$. In the example $ST_N=348$, while the exact mean is 343 hops; it is smaller because the total rate at site 0 is only $k_+$. For a target error $\varepsilon$, $M$ scales as $\varepsilon^{-2}$. The forbidden-hop entrance needs $N\propto\varepsilon^{-1}$, hence a total cost $\propto\varepsilon^{-4}$. The folded one needs $N\propto\varepsilon^{-1/2}$ and costs $\propto\varepsilon^{-3}$. These are leading-order scalings for the continuum limit.

The mean does not describe the first arrivals: 9% of the ions leave before half the mean time. If early copper arrival matters, keep the whole distribution.

## Setting the model beside a real film

The result is the transit time of one free ion, not a device lifetime. Real films differ in density, porosity and moisture, and the barrier enters exponentially: an increase of 0.1 eV multiplies the time by 15.5. At 105 °C and the same field, the lattice mean rises from 141 s to about 3300 s.

Amorphous films also have unequal barriers. Let the barrier between $n$ and $n+1$ be shifted by $\delta_n$, with site energies unchanged. Multiplying the recursion by the local forward rate gives

$$k_+e^{-\delta_n/kT}\tau_n=1+k_-e^{-\delta_{n-1}/kT}\tau_{n-1}.$$

The quantity $e^{-\delta_n/kT}\tau_n$ therefore obeys the uniform recursion, and each $\tau_n$ is its uniform value times $e^{\delta_n/kT}$. For Gaussian shifts of zero mean and standard deviation $\sigma$, the average factor is $e^{\sigma^2/2(kT)^2}$. It is 2.56 for $\sigma=0.05$ eV; 4000 sampled films gave 2.57. This holds for a single line of sites and should not be carried over to a real film. In three dimensions ions can go around high barriers, and the effect can change direction: on a simple cubic lattice with independent shifts of the same $\sigma$ on all bonds, the mean time is about 0.8 of its uniform value.

Other omissions have these sizes for the same film:

- **Image attraction.** With relative permittivity 3, entrance and exit planes 1 nm from the metals, and the leading image of each electrode, the mean becomes 172 s, a factor 1.22. Here the image energy at each barrier top is taken as the average of its two site values; using the midpoint value instead, or including all higher images, changes the factor only to 1.23. The assumed distance matters far more: with both planes 0.7, 0.5 and 0.3 nm from the metals the factor is about 1.7, 4.5 and 220, although the classical image form is itself unreliable that close to a metal. Release from the metal is not included, and the reflecting entrance also excludes return to it, which a real copper electrode may allow.
- **Other ions.** A sheet of $4.1\times10^{11}$ ions per cm$^2$ produces a field jump equal to the applied field. The uniform-field model needs far fewer mobile ions than this.
- **Finite hops at high field.** $u=1$ is reached at 1.2 MV/cm. At 2 MV/cm, (1) exceeds the lattice mean by 11%, so $T_N$ should be used.
- **Tunnelling.** If the barrier-top frequency equals $\nu$, the leading tunnelling correction to the rate is $(h\nu/kT)^2/24=5\times10^{-4}$. Quantising the vibration in the well adds a term of the same size, for about $10^{-3}$ in total.
- **Breakdown.** The applied field is 5% of a rough breakdown field of 5 MV/cm.

Chemical trapping is also left out. Traps that lower the energy of a site but not the barrier tops around it lengthen the transit. For these inputs, then, the barrier, its disorder and the distance of the entrance plane from the metal deserve attention before the last percent of grid error. The numerical output below gives the main values with more digits.

## Numbers as computed

```
temperature: 423.15 K; kT: 0.03646 eV
field: 0.25 MV/cm; film: 12.0 nm
voltage across film: 0.300 V
physical hop: 0.30 nm; hops across film: 40
barrier: 1.00 eV; attempt frequency: 1.0e+12 1/s
relative permittivity: 3.0
zero-bias hop rate, each direction: 1.2299 1/s
forward rate: 1.3631 1/s
backward rate: 1.1097 1/s
diffusivity D: 0.11069 nm2/s = 1.107e-15 cm2/s
drift speed v: 0.07589 nm/s
bias per hop u: 0.2057; vL/D: 8.2272
L/v: 158.129 s
subtracted diffusion term: 19.215 s
continuum mean time: 138.914 s = 2.315 min
zero-field mean time L^2/(2D): 650.483 s
ions per KMC run: 30000
N=10, hop 1.20 nm: lattice 141.716 s, KMC 141.975 +- 0.390 s (1 std. error)
N=20, hop 0.60 nm: lattice 141.596 s, KMC 141.097 +- 0.384 s (1 std. error)
N=40, hop 0.30 nm: lattice 140.574 s, KMC 140.671 +- 0.379 s (1 std. error)
N=80, hop 0.15 nm: lattice 139.824 s, KMC 139.805 +- 0.377 s (1 std. error)
first-order hop correction, N=40: 1.976 s
folded entrance, N=40: lattice 138.804 s, KMC 138.661 +- 0.376 s
single-ion spread: solved 65.695 s, KMC 65.658 s
mean hops per ion: solved 343.22, KMC 343.44
exited by half the mean (70.287 s): solved 0.0914, KMC 0.0931
vibration trials per interior hop: 8.088e+11
time factor for +0.1 eV barrier: 15.52
random barriers, sigma 0.05 eV: time factor 2.560, sampled 2.565
image attraction, planes 1.0 nm from metals: 171.878 s, factor 1.223
image case, KMC: 172.448 +- 0.935 s
ion sheet with field jump equal to applied field: 4.145e+11 1/cm2
field giving u=1: 1.215 MV/cm
continuum/lattice time at 2.0 MV/cm: 1.1063
fractional tunnelling correction to rate: 5.36e-04
lattice mean time at 378.15 K: 3329.8 s
rough breakdown field: 5.0 MV/cm; applied/breakdown: 0.050
```
